# Interstitial oxygen in silicon from the 1107 cm⁻¹ absorption band

## Problem

Oxygen atoms on interstitial sites in silicon, each bonded between two silicon atoms, produce an infrared absorption band that at room temperature peaks at 1107 cm⁻¹. The height of this band measures their concentration.

**(a)** In a silicon crystal at room temperature, the peak absorption coefficient due to interstitial oxygen is \(\alpha=2\ \mathrm{cm^{-1}}\). The calibration factor is \(F=3.14\times10^{17}\ \mathrm{cm^{-2}}\). Find the oxygen concentration \(N\) and the number of oxygen atoms per million silicon atoms. The edge of the cubic cell of silicon is \(a=5.4310\times10^{-8}\ \mathrm{cm}\).

**(b)** An absorption coefficient is not read directly from a spectrometer, which measures transmitted light. Consider two polished plates of thickness \(d=0.20\ \mathrm{cm}\), one containing oxygen and the other, the reference, free of it. At 1107 cm⁻¹ their transmittances are \(T_s=0.2903\) and \(T_r=0.4494\). These are model data, not a measurement. The refractive index is roughly 3.4. Find the absorption coefficient of the oxygen in the first plate.

**(c)** Suppose that the absorption in part (a) had been reported with logarithms to base 10. What coefficient would have been stated, and what concentration would follow if it were multiplied by \(F\) without conversion?

The coefficient \(\alpha\) in part (a) is defined with the natural exponential: inside the crystal, the light intensity falls as \(e^{-\alpha z}\) with depth \(z\). It is the height of the band, not its area, and it belongs to oxygen alone. The silicon lattice also absorbs at this wavenumber, and that contribution has already been removed.

## First estimate by scaling

**(a)** If each oxygen atom absorbs independently, twice as many atoms give twice the absorption, so \(N\propto\alpha\). The calibration factor fixes the scale: one unit of \(\alpha\), 1 cm⁻¹, corresponds to about \(3\times10^{17}\) atoms per cm³. For 2 cm⁻¹,

\[
N\approx 2\times 3\times10^{17}\ \mathrm{cm^{-3}}=6\times10^{17}\ \mathrm{cm^{-3}} .
\]

Silicon has about \(5\times10^{22}\) atoms per cm³. The ratio is \(1.2\times10^{-5}\), or 12 oxygen atoms per million silicon atoms.

**(b)** Suppose that light crosses each plate once and that both plates lose the same fraction at their faces. The face losses then cancel in the ratio of the transmittances, and so does the lattice absorption. What remains is \(T_s/T_r\approx e^{-\alpha d}\), which gives

\[
\alpha\approx\frac{1}{d}\ln\frac{T_r}{T_s}
=\frac{1}{0.20\ \mathrm{cm}}\ln\frac{0.4494}{0.2903}
\approx 2.185\ \mathrm{cm^{-1}} .
\]

This estimate ignores light that is reflected back and forth inside the plate before it leaves.

**(c)** Since \(\log_{10}e\) is about 0.4, the base-10 coefficient should be near \(0.4\times2=0.8\ \mathrm{cm^{-1}}\). Multiplying it directly by \(3\times10^{17}\ \mathrm{cm^{-2}}\) would give about \(2.4\times10^{17}\ \mathrm{cm^{-3}}\).

## Exact solution

"Exact" here means without the approximations of the previous section, within the stated model. The calibration factor itself remains an empirical input.

### (a) From absorption to concentration

Let each oxygen atom have an absorption cross section \(\sigma\) at the band peak. This is the area that, multiplied by the incident power per area, gives the power absorbed by one atom. A layer of thickness \(dz\) contains \(N\,dz\) atoms per unit area, which together remove the fraction \(N\sigma\,dz\) of the intensity \(I\):

\[
dI=-N\sigma I\,dz .
\]

The minus sign states that intensity is lost. Dividing by \(I\) and integrating from the surface, where \(I=I_0\), to depth \(z\) gives

\[
\ln\frac{I}{I_0}=-N\sigma z,
\qquad
I=I_0e^{-N\sigma z}.
\]

Comparison with the definition \(I=I_0e^{-\alpha z}\) yields

\[
\alpha=N\sigma,\qquad N=\frac{\alpha}{\sigma}=F\alpha,\qquad F=\frac1\sigma .
\]

The calibration factor is therefore an inverse cross section. Its unit, cm⁻², does not refer to a number of oxygen atoms on the surface of the sample. Multiplied by a coefficient in cm⁻¹, it gives cm⁻³, as a concentration must. The value given corresponds to

\[
\sigma=\frac{1}{3.14\times10^{17}\ \mathrm{cm^{-2}}}
=3.18\times10^{-18}\ \mathrm{cm^2}.
\]

The concentration is

\[
N=(3.14\times10^{17}\ \mathrm{cm^{-2}})(2\ \mathrm{cm^{-1}})
=6.28\times10^{17}\ \mathrm{cm^{-3}} .
\]

To express this as an atomic fraction, count the atoms in the cubic cell of silicon. Eight corner atoms are each shared by eight cells and contribute one atom. Six face atoms are each shared by two cells and contribute three. Four more atoms lie wholly inside. The cell thus holds eight atoms, and

\[
n_{\mathrm{Si}}=\frac{8}{a^3}
=\frac{8}{(5.4310\times10^{-8}\ \mathrm{cm})^3}
=4.994\times10^{22}\ \mathrm{cm^{-3}} .
\]

The ratio is

\[
\frac{N}{n_{\mathrm{Si}}}
=\frac{6.28\times10^{17}}{4.994\times10^{22}}
=1.258\times10^{-5},
\]

or 12.6 oxygen atoms per million silicon atoms.

This number also shows how dilute the oxygen is. The volume per oxygen atom is \(1/N=1.59\times10^{-18}\ \mathrm{cm^3}\), a cube with an edge of about \(1.17\times10^{-6}\ \mathrm{cm}\), or about 21.5 cell edges. If the atoms are spread at random, most are far from their neighbours on the atomic scale, which makes the assumption of independent absorbers reasonable. It would fail for oxygen gathered in clusters or precipitates. Such oxygen does not have the same local bonding, and \(F\) is not calibrated for it. Oxide precipitates can also absorb near 1107 cm⁻¹, with a different strength per atom, so in a crystal that contains them the band height must first be freed of their contribution. With \(\alpha\) due to interstitial atoms alone, the result is the concentration of interstitial oxygen, which can be lower than the total oxygen content.

The factor is also tied to the temperature of its calibration. To see why, write the band as

\[
\alpha(\tilde\nu)=\alpha\,s\!\left(\frac{\tilde\nu-\tilde\nu_0}{w}\right),\qquad s(0)=1,
\]

where \(\tilde\nu\) is the wavenumber, \(\tilde\nu_0\) the peak position, \(w\) the width and \(s\) the shape. With \(x=(\tilde\nu-\tilde\nu_0)/w\), so that \(d\tilde\nu=w\,dx\), the area of the band is

\[
\int\alpha(\tilde\nu)\,d\tilde\nu=\alpha\,w\int s(x)\,dx .
\]

If the area per atom and the shape stay the same while the width changes, the height varies as \(1/w\). The same number of atoms then gives a different peak coefficient, and a different \(F\) is needed. A room-temperature factor must not be applied to a spectrum taken at a temperature where the band has another width. For the same reason, the spectrometer must resolve the band well enough not to lower its peak.

### (b) From transmittance to absorption

Let \(R\) be the fraction of intensity reflected at a face and \(A=e^{-\alpha_{\mathrm{tot}}d}\) the fraction that survives one crossing of the plate. The coefficient \(\alpha_{\mathrm{tot}}\) includes both oxygen and lattice absorption.

For perpendicular incidence from air, with weak absorption,

\[
R=\left(\frac{n-1}{n+1}\right)^2
=\left(\frac{2.4}{4.4}\right)^2=0.2975 .
\]

Absorption adds the square of the extinction coefficient, \(\kappa=\alpha_{\mathrm{tot}}/(4\pi\tilde\nu)\), to the numerator and denominator of this expression. For a coefficient of a few cm⁻¹ at 1107 cm⁻¹, \(\kappa\) is of order \(10^{-4}\), so \(\kappa^2\) is negligible beside \((n-1)^2=5.76\).

Light that leaves after a single crossing has entered through one face, crossed the plate and passed the other face. Its contribution is \((1-R)^2A\). Light that makes one additional round trip is reflected twice and crosses the plate twice more, which multiplies its contribution by \(R^2A^2\). Each further round trip brings the same factor. The sum is a geometric series:

\[
T=(1-R)^2A\left(1+R^2A^2+R^4A^4+\dots\right)
=\frac{(1-R)^2A}{1-R^2A^2}.
\]

Adding intensities in this way requires that interference be averaged out. The waves leaving after different numbers of round trips differ in phase by multiples of \(\varphi=4\pi n\tilde\nu d\). When the squared sum of their amplitudes is averaged over a full period of \(\varphi\), the cross terms vanish and the sum of intensities remains. A period corresponds to the wavenumber interval

\[
\Delta\tilde\nu=\frac{1}{2nd}
=\frac{1}{2(3.4)(0.20\ \mathrm{cm})}=0.735\ \mathrm{cm^{-1}} .
\]

The formula thus applies when the spectrum is averaged over such fringes, with \(n\) and \(\alpha_{\mathrm{tot}}\) nearly constant across one of them. A numerical average of the interfering waves over one fringe was tested against the formula for both plates and agreed.

To find \(A\) from a measured \(T\), multiply by the denominator and collect terms:

\[
T-TR^2A^2=(1-R)^2A
\quad\Rightarrow\quad
R^2T\,A^2+(1-R)^2A-T=0 .
\]

The product of the two roots is \(-T/(R^2T)=-1/R^2\), which is negative. One root is therefore positive and the other negative, and a surviving fraction must be positive:

\[
A=\frac{-(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}}{2R^2T}.
\]

The numerator is a small difference of two similar numbers, which is awkward for hand calculation. Multiplying numerator and denominator by \((1-R)^2+\sqrt{(1-R)^4+4R^2T^2}\) turns the numerator into \(4R^2T^2\). After cancelling \(2R^2T\),

\[
A=\frac{2T}{(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}} .
\]

With \((1-R)^2=0.4935\), the plate containing oxygen gives

\[
A_s=\frac{2(0.2903)}{0.4935+0.5228}=0.571,
\qquad
\alpha_{\mathrm{tot},s}=-\frac{\ln A_s}{d}=2.80\ \mathrm{cm^{-1}} ,
\]

and the reference gives

\[
A_r=\frac{2(0.4494)}{0.4935+0.5613}=0.852,
\qquad
\alpha_{\mathrm{tot},r}=-\frac{\ln A_r}{d}=0.80\ \mathrm{cm^{-1}} .
\]

The reference contains no oxygen, so in this model its coefficient is that of the lattice. In real wafers free carriers also absorb at this wavenumber: a Drude estimate gives about 0.2 cm⁻¹ at a doping of \(10^{16}\ \mathrm{cm^{-3}}\) and 2 to 3 cm⁻¹ at \(10^{17}\ \mathrm{cm^{-3}}\). The subtraction isolates oxygen only if both plates are lightly doped, or if their free-carrier absorption is equal or removed separately. Absorption coefficients of independent processes add, and the oxygen part is the difference:

\[
\alpha=2.80\ \mathrm{cm^{-1}}-0.80\ \mathrm{cm^{-1}}=2.00\ \mathrm{cm^{-1}} .
\]

The first plate therefore has the oxygen absorption assumed in part (a). The last digit depends on the refractive index: with the same transmittances, \(n=3.3\) would give 2.02 cm⁻¹ and \(n=3.5\) would give 1.98 cm⁻¹. The two total coefficients shift by more, about 0.14 cm⁻¹ for the plate with oxygen and 0.12 cm⁻¹ for the reference, but most of the shift cancels in the difference. The subtraction matters: using the total of 2.80 cm⁻¹ would give \(8.79\times10^{17}\ \mathrm{cm^{-3}}\), which is 40 percent above the correct concentration.

### (c) The base of the logarithm

The base-10 coefficient \(\alpha_{10}\) is defined by \(I=I_0\,10^{-\alpha_{10}z}\). Since \(10=e^{\ln10}\), the same intensity can be written as \(I_0e^{-\alpha_{10}z\ln10}\). Equating the exponents gives

\[
\alpha=\alpha_{10}\ln10,
\qquad
\alpha_{10}=\frac{2\ \mathrm{cm^{-1}}}{2.3026}=0.869\ \mathrm{cm^{-1}} .
\]

Both coefficients describe the same attenuation. The factor \(F\), however, was defined for the natural exponential. Multiplying it by \(\alpha_{10}\) without conversion would give \(2.73\times10^{17}\ \mathrm{cm^{-3}}\), too low by the factor 2.3026.

The opposite confusion is equally possible. If the figure of 2 cm⁻¹ had itself been a base-10 coefficient, the natural coefficient would be 4.61 cm⁻¹ and the concentration \(1.45\times10^{18}\ \mathrm{cm^{-3}}\). A reported absorption coefficient is thus incomplete until its base is known.

## Comparison of estimate and solution

**(a)** The estimate of \(6\times10^{17}\ \mathrm{cm^{-3}}\) lies 4.5 percent below \(6.28\times10^{17}\ \mathrm{cm^{-3}}\). The whole difference comes from rounding \(F\) to one figure, because the linear scaling is the same law that the full solution uses. The estimated 12 atoms per million compares with 12.6 for the same reason.

How many digits deserve to be kept depends on the measurement. Because \(N\) is proportional to \(\alpha\), their relative errors are equal when \(F\) is held fixed. An uncertainty of 0.05 cm⁻¹ in \(\alpha\), for example, is 2.5 percent of 2 cm⁻¹ and produces an uncertainty of \(0.16\times10^{17}\ \mathrm{cm^{-3}}\) in \(N\). A sensible statement would then be \(6.3\times10^{17}\ \mathrm{cm^{-3}}\). An error in \(F\) is of another kind: it shifts all concentrations obtained with that factor by the same percentage, and repeating the absorption measurement does not reveal it. For this reason the calibration factor should be quoted with the concentration. A value obtained with \(F\) is converted to another factor \(F'\) by multiplying it by \(F'/F\).

**(b)** The estimate gave 2.185 cm⁻¹, while the solution with internal reflections gives 2.00 cm⁻¹. The estimate is 9.3 percent too high and would lead to a concentration of \(6.86\times10^{17}\ \mathrm{cm^{-3}}\). To trace the excess, divide the transmittance formulas for the two plates:

\[
\frac{T_s}{T_r}=\frac{A_s}{A_r}\,
\frac{1-R^2A_r^2}{1-R^2A_s^2}.
\]

Since \(A_s/A_r=e^{-\alpha d}\), taking the logarithm and dividing by \(-d\) gives

\[
\frac1d\ln\frac{T_r}{T_s}
=\alpha+\frac1d\ln\frac{1-R^2A_s^2}{1-R^2A_r^2}.
\]

The plate with oxygen is less transparent, so \(A_s<A_r\). The numerator in the last logarithm is then larger than the denominator, and the correction is positive. In this model the simple ratio overestimates \(\alpha\) whenever oxygen is present and the faces reflect. Here \(R^2A_s^2=0.0289\) and \(R^2A_r^2=0.0643\), so the correction is

\[
\frac{1}{0.20\ \mathrm{cm}}\ln\frac{0.9711}{0.9357}\approx0.19\ \mathrm{cm^{-1}},
\]

which accounts for the difference. Physically, repeated reflections add more light to the transmission of the clear reference than to that of the absorbing plate. The simple ratio attributes this additional contrast to oxygen.

Two limits show when the correction matters. If both plates absorb strongly in a single crossing, \(R^2A^2\) is small for each, the correction tends to zero and the simple ratio becomes accurate. The price is a weak transmitted signal.

The other limit is a trace of oxygen, with \(\alpha d\ll1\). The change in \(\ln T\) then follows from its derivative. From

\[
\ln T=2\ln(1-R)+\ln A-\ln(1-R^2A^2)
\]

and \(dA/d\alpha_{\mathrm{tot}}=-dA\), where the \(d\) on the right is the plate thickness, one obtains

\[
-\frac1d\frac{\partial\ln T}{\partial\alpha_{\mathrm{tot}}}
=1+\frac{2R^2A^2}{1-R^2A^2}
=\frac{1+R^2A^2}{1-R^2A^2}.
\]

This is the factor by which the simple ratio exaggerates a very small oxygen coefficient. It is also the mean path of the transmitted light in units of the plate thickness, since reflected light travels through more material. With \(A=A_r\), the factor is \(1.064/0.936\approx1.14\). For these plates the relative error thus rises from 9.3 percent at 2 cm⁻¹ to about 14 percent for a trace of oxygen. With less oxygen in the plate, the absolute error of the simple ratio shrinks, but its relative error grows.

**(c)** The estimated coefficient of 0.8 cm⁻¹ is 8 percent below 0.869 cm⁻¹, because \(\log_{10}e\) was rounded down to 0.4. The estimated concentration of \(2.4\times10^{17}\ \mathrm{cm^{-3}}\) is 12 percent below \(2.73\times10^{17}\ \mathrm{cm^{-3}}\), since \(F\) was rounded down as well. Both errors are small beside the factor of 2.3 caused by mixing the two definitions. The rough estimate is therefore sufficient to detect that confusion when an approximate concentration is known from elsewhere.

The numerical output lists the main values.

## Values computed for the example and the checks

```
Band position: 1107 cm^-1
Oxygen absorption coefficient: 2.00 cm^-1
Calibration factor: 3.140e+17 cm^-2
Peak cross section 1/F: 3.185e-18 cm^2
Oxygen concentration: 6.280e+17 cm^-3
Silicon lattice parameter: 5.4310e-08 cm
Silicon atomic density: 4.994e+22 cm^-3
Density from site count: 4.993e+22 cm^-3
Oxygen per million Si atoms: 12.58 ppma
Coefficient from thin layers: 2.0000 cm^-1
Same attenuation, base 10: 0.8686 cm^-1
ln 10: 2.3026 (no unit)
N if base-10 value used directly: 2.727e+17 cm^-3
Plate thickness: 0.20 cm
Refractive index, rough: 3.4 (no unit)
Face reflectance: 0.2975 (no unit)
Fringe spacing: 0.735 cm^-1
Chosen lattice absorption: 0.80 cm^-1
Sample transmittance: 0.2903 (no unit)
Reference transmittance: 0.4494 (no unit)
Total coefficient, sample: 2.8000 cm^-1
Total coefficient, reference: 0.8000 cm^-1
Recovered oxygen coefficient: 2.0000 cm^-1
N without lattice subtraction: 8.792e+17 cm^-3
Coefficient from simple ratio: 2.1856 cm^-1
N from simple ratio: 6.863e+17 cm^-3
Excess from simple ratio: 9.3 percent
```
